# Voxel permittivity by the Moulinec-Suquet iteration with a midpoint reference

For a periodic voxel model of a porous film with relative permittivities 1 (pore) and 4 (solid), the Moulinec-Suquet iteration is

$$E_{n+1}=\bar E-\frac{1}{\varepsilon_0}P\big[(\varepsilon-\varepsilon_0)E_n\big],\qquad \varepsilon_0=\frac{1+4}{2}=2.5 .$$

Here $\bar E$ is the applied mean field and $P$ projects onto zero-mean gradient fields. Each step multiplies the rms error of the field by at most

$$\rho=\frac{4-1}{4+1}=0.6,$$

whatever the arrangement of the voxels. The symbol $\varepsilon_0$ denotes the relative permittivity of a uniform reference medium; the vacuum constant is written $\varepsilon_{\rm vac}$. The bound concerns convergence to the solution of the voxel equations. How well the voxels represent a film is a separate question, taken up below.

## The problem to be solved

The phases are linear, lossless and locally isotropic, and the field is quasi-static. Let $\langle\cdot\rangle$ be the average over voxels and $\|v\|^2=\langle v\cdot v\rangle$. The mean field $\bar E$ is a unit vector along $z$. The local field is $\bar E$ plus a zero-mean periodic gradient, and the flux $\varepsilon E$ must be divergence-free.

In Fourier space the gradient of a potential is $iq\hat\phi(q)$, parallel to $q$. The part of a field $v$ that is a zero-mean gradient is therefore

$$\widehat{Pv}(q)=\frac{q\,[q\cdot\hat v(q)]}{|q|^2}\quad(q\ne0),\qquad \widehat{Pv}(0)=0 .$$

The matrix $qq^T/|q|^2$ is symmetric and equals its own square, so $P$ is an orthogonal projector. Hence $\|v\|^2=\|Pv\|^2+\|v-Pv\|^2$, which gives $\|Pv\|\le\|v\|$.

On a grid with an even number of voxels along an axis, the Nyquist frequencies $+q$ and $-q$ share one index, and the sign of that component in $qq^T$ is ambiguous. Modes with a Nyquist index are left out of the fluctuation. Fields then stay real and $P$ stays an orthogonal projector. The omission is part of the discretization error: in the example below, with 32 voxels per edge, keeping these modes and allowing complex fields lowers the effective permittivity by 0.005.

The flux is divergence-free in the discrete sense when it is orthogonal to every allowed gradient:

$$P(\varepsilon E)=0,\qquad P E=E-\bar E .$$

The effective permittivity is $k=\bar E\cdot\langle\varepsilon E\rangle$. Since $E-\bar E$ is an allowed gradient, $\langle(E-\bar E)\cdot\varepsilon E\rangle=0$, and so also $k=\langle E\cdot\varepsilon E\rangle$.

## What goes wrong with a vacuum reference

The naive scheme treats the solid as polarization in vacuum: compute the polarization $(\varepsilon-1)E$, find the field it produces, and repeat. To see why this can fail, keep the reference $\varepsilon_0>0$ free. The two conditions above give

$$P[(\varepsilon-\varepsilon_0)E]=P(\varepsilon E)-\varepsilon_0PE=-\varepsilon_0(E-\bar E),$$

and division by $-\varepsilon_0$ gives

$$E=\bar E-\frac1{\varepsilon_0}P[(\varepsilon-\varepsilon_0)E].$$

Conversely, a solution of this equation has mean $\bar E$ and a gradient fluctuation, so $PE=E-\bar E$. Inserting that leaves $P(\varepsilon E)=0$. The reference therefore cancels from the solution, but it does not cancel from the iteration. With $e_n=E_n-E$, subtraction of the fixed-point equation gives

$$e_{n+1}=Te_n,\qquad Tv=-\frac1{\varepsilon_0}P[(\varepsilon-\varepsilon_0)v].$$

Consider layers stacked along $z$, an odd number of them so that no Nyquist mode is lost. Any zero-mean field along $z$ that depends on $z$ alone is then an allowed gradient. Take an error equal to $+1$ in one solid layer, $-1$ in another and zero elsewhere. Multiplication by $\varepsilon-\varepsilon_0$ only rescales it, and $P$ leaves it unchanged:

$$Te=\left(1-\frac4{\varepsilon_0}\right)e .$$

For $\varepsilon_0=1$ the factor is $-3$: the error changes sign and triples. The feedback from the solid is too strong for so weak a reference. The porous cell described below showed the same failure at $\varepsilon_0=1.5$, where this factor is $-1.67$. After 40 steps the energy estimate of $k$ had grown to about $8\times10^{13}$.

## Choosing the reference

A larger reference weakens the feedback from the solid, but it creates a polarization of opposite sign in the pores. The same error placed in two pore layers is multiplied by $1-1/\varepsilon_0$, which tends to 1 for a large reference. Such a scheme is stable and slow.

For an arbitrary geometry, first use $\|Pv\|\le\|v\|$ and then the largest local multiplier:

$$\|e_{n+1}\|\le\frac{\|(\varepsilon-\varepsilon_0)e_n\|}{\varepsilon_0}\le g(\varepsilon_0)\|e_n\|,$$

$$g(\varepsilon_0)=\max\left(1-\frac1{\varepsilon_0},\ \frac4{\varepsilon_0}-1\right).$$

No absolute values are needed. If one entry is negative, the other is positive and at least as large in magnitude. The first entry rises with $\varepsilon_0$ and the second falls, so the maximum is smallest where they meet:

$$1-\frac1{\varepsilon_0}=\frac4{\varepsilon_0}-1\quad\Rightarrow\quad 2\varepsilon_0=5\quad\Rightarrow\quad \varepsilon_0=2.5,\quad g=0.6 .$$

Both entries are attained by the layer errors above. No other uniform reference can therefore give a smaller guarantee from the two permittivities alone. The worst factor is 1.00 at $\varepsilon_0=2$, 0.60 at 2.5, 0.67 at 3 and 0.75 at 4. Below 2.5 it climbs quickly, and at $\varepsilon_0\le2$ the guarantee is lost, so an error in the choice is safer on the high side.

For general positive limits $\varepsilon_{\min}$ and $\varepsilon_{\max}$ with ratio $c=\varepsilon_{\max}/\varepsilon_{\min}$, the same argument gives $\rho=(c-1)/(c+1)$. A uniform medium has $\rho=0$. For large contrast $\rho\approx1-2/c$, and for an ideal conductor the guarantee disappears. Complex or negative permittivities lie outside this derivation.

## A laminate by hand

The bound is not a prediction of the actual rate. Take an odd number of layers, so that no Nyquist mode is lost, with pore fraction $f=0.4$ and start from $E_0=\bar E$. The local polarization $\varepsilon-2.5$ is $-1.5$ in the pores and $+1.5$ in the solid, with mean $0.4(-1.5)+0.6(1.5)=0.3$. In this geometry $P$ subtracts the mean, so the first step gives

$$E_{\rm pore}=1-\frac{-1.5-0.3}{2.5}=1.72,\qquad E_{\rm solid}=1-\frac{1.5-0.3}{2.5}=0.52 .$$

The exact flux is uniform, so $k=1/(0.4/1+0.6/4)=1.818$, and the exact fields are 1.818 and 0.455. The pore error has gone from $-0.818$ to $-0.098$, a factor of 0.12.

In general this starting error is constant in each phase, proportional to $1-f$ in the pores and $-f$ in the solid. In the pores, subtracting the mean of $\varepsilon e$ gives

$$(1-f)-f(1-f)(1-4)=(1-f)\,[(1-f)+4f],$$

and the solid gives the same bracket times $-f$. The error multiplier is thus $1-[(1-f)+4f]/2.5$. It is 0.12 at $f=0.4$ and zero at $f=0.5$. A fraction of exactly 0.5 needs an even number of layers, however, and then $P$ also removes the Nyquist mode. One step gives the exact $k=1.6$ for two slabs of 2 or 8 voxels each, where $\varepsilon$ has no Nyquist component. For slabs of 3 or 5 voxels the voxel equations converge to 1.667 and 1.623 instead.

## Reading the permittivity from an unfinished field

Two estimates of $k$ are available at step $n$: the energy $W_n=\langle E_n\cdot\varepsilon E_n\rangle$ and the flux $D_n=\bar E\cdot\langle\varepsilon E_n\rangle$. Every $e_n$ is an allowed gradient, so $\langle e_n\cdot\varepsilon E\rangle=0$. The cross terms in $W_n$ vanish, leaving

$$W_n-k=\langle e_n\cdot\varepsilon e_n\rangle\ge0 .$$

On gradients define $A=P\varepsilon P$. Then $T=1-A/\varepsilon_0$. The operator $A$ is symmetric, and $\langle v\cdot Av\rangle=\langle v\cdot\varepsilon v\rangle$ lies between $\|v\|^2$ and $4\|v\|^2$. Its eigenvalues $a_j$ therefore lie between 1 and 4, and those of $T$, $t_j=1-a_j/2.5$, lie between $-0.6$ and $0.6$. If $c_j$ are the components of $e_0$ in the orthonormal eigenvectors,

$$W_n-k=\sum_j a_jc_j^2t_j^{2n}.$$

The error of $W_n$ thus falls to at most $0.6^2=0.36$ of its value in each step.

For the flux, $D_n-k=\langle\bar E\cdot\varepsilon e_n\rangle$. Since $\bar E=E_0=E+e_0$ and $\langle E\cdot\varepsilon e_n\rangle=0$,

$$D_n-k=\langle e_0\cdot\varepsilon e_n\rangle=\sum_j a_jc_j^2t_j^n .$$

Comparison of the two sums shows that $D_{2n}=W_n$. With this starting field, the energy reaches in $n$ steps what the flux reaches in $2n$. At odd $n$ the flux error can have either sign.

A stopping rule needs no knowledge of $E$. Let $r_n=P(\varepsilon E_n)$ be the part of the flux that violates the divergence condition. Since $PE_n=E_n-\bar E$, the iteration can be written $E_{n+1}=E_n-r_n/\varepsilon_0$, so $r_n=\varepsilon_0(E_n-E_{n+1})$ costs nothing extra. Also $r_n=P(\varepsilon e_n)=Ae_n$, hence $W_n-k=\langle r_n\cdot A^{-1}r_n\rangle$. The limits on $a_j$ then give

$$W_n-\|r_n\|^2\le k\le W_n-\tfrac14\|r_n\|^2 .$$

The working loop is to multiply by $\varepsilon-\varepsilon_0$, transform, project, transform back, update the field, and stop when $\|r_n\|^2$ is below the error allowed in $k$.

## A mesoporous silica film

The example is a cube of edge 16 nm with 0.5 nm voxels, containing 200 randomly placed, overlapping spherical pores of diameter 3 nm. The porosity is 50.4 %. The first steps are:

| $n$ | $W_n$ | $D_n$ | field-error ratio to next step |
|---|---|---|---|
| 0 | 2.48801 | 2.48801 | 0.313 |
| 1 | 2.22705 | 2.19758 | 0.420 |
| 2 | 2.20602 | 2.22705 | 0.465 |
| 3 | 2.20275 | 2.20199 | 0.491 |
| 4 | 2.20210 | 2.20602 | 0.510 |

The converged voxel value is $k=2.20191$, with digits kept here to show the convergence. The entries satisfy $D_2=W_1$ and $D_4=W_2$. At step 4 the stopping rule places $k$ between 2.20166 and 2.20199.

The error ratios rise here, and they can never fall. Because $T$ is symmetric,

$$\|e_{n+1}\|^2=\langle e_n\cdot e_{n+2}\rangle\le\|e_n\|\,\|e_{n+2}\|,$$

so each ratio is at least as large as the one before. Rapid early progress should not be extrapolated. The largest ratio in 15 steps was 0.573. The ratios keep rising, to 0.594 at step 50 and 0.598 at step 150, so the late rate of this cell lies close to the bound of 0.6.

The number of steps can also be bounded in advance. Initially $W_0=\langle\varepsilon\rangle=2.4880$. The Cauchy-Schwarz inequality applied to $1=\langle\varepsilon^{-1/2}\,\varepsilon^{1/2}E_z\rangle$ gives $k\ge1/\langle1/\varepsilon\rangle=1.5924$. The initial error is thus at most 0.8956, and an error of 0.001 in $k$ requires no more than

$$n=\left\lceil\frac{\ln(0.8956/0.001)}{\ln(1/0.36)}\right\rceil=\lceil6.65\rceil=7$$

steps. This cell needed 3.

## What the guarantee leaves open

Dividing every voxel into eight, with the geometry held fixed, changes $k$ from 2.202 to 2.193, or 0.4 %. Two resistor-type networks on the finer grid bound the continuum value for this same voxel geometry.

For the upper bound, put potentials at voxel corners and interpolate them linearly along each axis. This is an admissible trial field, so its energy is at least $k$. Inside a voxel each field component is a weighted mean of its values on four parallel edges. By convexity, its mean square is at most the mean of the four squares. A network whose links carry the mean permittivity of the four adjoining voxels therefore has at least the trial energy.

For the lower bound, let balanced currents cross the voxel faces and vary linearly between opposite faces. This flux is divergence-free. At given mean flux, the true flux minimizes $\langle D\cdot D/\varepsilon\rangle$, because a zero-mean divergence-free change is orthogonal to the true field. Convexity again bounds the mean square by the average at the two faces. The resulting link is the harmonic mean of the two voxel permittivities. This network overestimates the inverse permittivity tensor and so underestimates $k$.

The bracket is 2.164 to 2.218, and both Fourier values lie inside it. Its width is 2.5 % of $k$, so $k\approx2.2$ is the justified statement. The bracket refers to the staircase geometry, not to smooth spheres: voxelizing the same spheres anew with 0.25 nm voxels gives $k=2.214$ at 50.2 % porosity, a shift of $+0.012$, opposite in sign to that of subdivision. For a 100 nm film,

$$\frac{C}{\text{area}}=\frac{\varepsilon_{\rm vac}k}{d}\approx19.5\ \mathrm{nF/cm^2},$$

and the bracket on $k$ corresponds to 19.2 to 19.6 $\mathrm{nF/cm^2}$.

The parameters are rough values for a mesoporous silica film: a skeleton permittivity near 4, pores of a few nanometres and about half the volume empty. Real films depart from the model in several ways, sized here one at a time from $k=2.202$:

- **Water.** Filling six of the pores, 2.0 % of the volume, with water of rough bulk permittivity 80 raises $k$ to 2.39, or by 9 %. For the amounts chosen, this is the largest shift in the list. At this contrast the third digit is not fixed: subdividing the voxels gives 2.38, the network bracket is 2.34 to 2.42, and other sets of six pores give 2.38 to 2.42. Confined water need not have the bulk value, so the figure is an estimate; a permittivity of 20 or 5 gives a rise of 6.5 % or 3 %. The figure also refers to a small, disconnected amount of water. The same volume scattered over the pore walls gives a similar 2.38, but a continuous layer one voxel thick on all walls, 25 % of the volume, raises $k$ to roughly 5 to 10 for water permittivities of 20 to 80.
- **Dense skin.** If 5 nm of the 100 nm is dense silica, the layers act in series and $k=100/(5/4+95/2.202)=2.25$.
- **Skeleton.** To first order the field change does not contribute to $dk$, because it is a gradient orthogonal to the flux. Hence $dk/d\varepsilon_{\rm solid}$ is the cell average of $|E|^2$ counted in the solid alone, here 0.36 (0.359 on this grid, 0.354 after subdividing the voxels, 0.366 with the spheres voxelized anew at 0.25 nm). An uncertainty of 0.1 in the skeleton permittivity shifts $k$ by 0.035 to 0.037.
- **Randomness.** Eight cells gave a standard deviation of 0.028 in $k$, including the effect of porosities from 48.9 to 51.3 %.
- **Electrodes.** Reflecting the cell about its end planes makes the potential fluctuation odd there, so those planes are equipotentials. A film only 16 nm thick then has $k=2.217$, a shift of 0.015. It was positive in each of five cells, from 0.007 to 0.015, so it does not average out over cells. Its size depends on the discretization, since a harmonic-link network with grounded end planes gives 0.021. It falls roughly in inverse proportion to the thickness (0.021, 0.010 and 0.005 in that network for 16, 32 and 64 nm), which leaves about 0.003 for a 100 nm film. It is below the total scatter of 0.028 but comparable to the scatter of about 0.008 that remains once the trend with porosity is removed.

Water also changes the numerical problem. The permittivity range becomes 1 to 80, the midpoint moves to 40.5, and the guaranteed factor weakens to $79/81=0.975$. Meeting $\|r_n\|^2\le0.001$ took 65 steps, whereas the dry cell meets it by step 4.

At a mean field of 1 MV/cm the largest field in the silica was 1.67 MV/cm, and 1.76 MV/cm after voxel refinement, so the peak is not converged; a threefold refinement gives 1.88 MV/cm. The peak field in the pores is larger and also keeps rising, from 2.4 to 2.7 to 3.1 MV/cm on the same three grids. The silica values lie well below a rough breakdown field of 10 MV/cm for dense silica, but porous films generally break down at lower mean fields than dense silica. That comparison does not establish reliability, since the model contains no defects, leakage or damage, and since the peaks occur on lengths of 0.5 nm and less, close to the atomic scale of silica, where a local permittivity is not well defined. The remaining figures are in the numerical output.

## Computed values

```
Permittivities, pore and silica: 1.0, 4.0
Midpoint reference: 2.50; guaranteed factor: 0.600
Random 6x5x4 cell, dense operator norm: 0.6000
Random 6x5x4 cell, k iteration / direct: 2.33912952 / 2.33912952
Laminate error factor attained: 0.6000
Best reference in scan 1.6 to 5.0: 2.50
  worst factor at reference 2.0: 1.0000
  worst factor at reference 2.5: 0.6000
  worst factor at reference 3.0: 0.6667
  worst factor at reference 4.0: 0.7500
Laminate, 40 % pore layers, k: 1.81818
Checkerboard k (continuum value 2): 2.0002
Cubic pore array k, voxel / Maxwell: 3.5635 / 3.5658
Cell edge: 16.0 nm; voxel edge: 0.50 nm
Pores: 200; pore diameter: 3.0 nm
Porosity of the cell: 50.40 %
Harmonic and arithmetic means: 1.5924, 2.4880
step | W | D | rms field error | error ratio to next step
  0 | 2.488007 | 2.488007 | 3.535e-01 | 0.3131
  1 | 2.227050 | 2.197579 | 1.107e-01 | 0.4202
  2 | 2.206022 | 2.227050 | 4.650e-02 | 0.4647
  3 | 2.202748 | 2.201985 | 2.161e-02 | 0.4913
  4 | 2.202104 | 2.206022 | 1.062e-02 | 0.5097
  5 | 2.201960 | 2.202040 | 5.411e-03 | 0.5233
  6 | 2.201925 | 2.202748 | 2.831e-03 | 0.5338
  7 | 2.201915 | 2.201961 | 1.511e-03 | 0.5422
Largest field-error ratio, 15 steps: 0.5726
Largest energy-error ratio, 12 steps: 0.3122
Stopping bracket for k at step 4: 2.201664 to 2.201994
Steps for k error 0.001, guaranteed / needed: 7 / 3
W with reference 1.5 after 40 steps: 7.64e+13
Film permittivity k, 0.50 nm voxels: 2.20191
Film permittivity k, 0.25 nm voxels: 2.19305
Continuum bracket from networks: 2.1637 to 2.2183
Maxwell formula at this porosity: 2.2740
Capacitance of 100 nm film: 19.50 nF/cm2
Eight cells: mean k 2.1960, standard deviation 0.0277
Eight cells: porosity 48.91 to 51.26 %
k of 16 nm film between electrodes: 2.2172
Water-filled volume: 2.04 % of film; water permittivity 80
k with water: 2.390; steps used: 65
Guaranteed factor with water: 0.9753
k of 100 nm film with 5 nm dense skin: 2.2525
dk/d(silica permittivity): 0.3590; change for 0.1: 0.0359
Peak silica field at 1 MV/cm, 0.50 nm voxels: 1.67 MV/cm
Peak silica field at 1 MV/cm, 0.25 nm voxels: 1.76 MV/cm
```
